# Arrival time of the charge front in a switched-on MOS channel

## First derivation: a series measured from the front

**What dimensions and scaling fix.** A long MOS channel contains no mobile charge. At time zero its gate voltage jumps to a value \(V\) above threshold; \(V\) is called the overdrive. Electrons enter from the source, and we ask when the first of them reach the drain, a distance \(L\) away. If they move by drift alone with constant mobility \(\mu\), the available quantities are \(L\), \(\mu\), \(V\) and the gate capacitance per area \(C\). The unit of charge, independent of metre, second and volt, occurs only in \(C\), so \(C\) cannot enter a time. The product \(\mu V\) has the unit of length squared per time. Hence

\[
t_{\rm arr}=k\,\frac{L^2}{\mu V},
\]

with a pure number \(k\). A second argument fixes the form of the charge profile. Until the front arrives, the charge has not met the far end, and the only length that can be formed without \(L\) is \(\sqrt{\mu Vt}\). The profile should therefore keep its shape while it stretches as \(\sqrt t\). This is so far a symmetry argument; a uniqueness proof below turns it into a result. The value of \(k\) needs the equation of motion.

**The channel equation.** Let \(x\) run from source to drain, and let \(\varphi(x,t)\) be the channel potential relative to the source. In the gradual-channel approximation the potential varies so slowly along \(x\) that the gate controls the charge locally. The magnitude of the mobile charge per area is then

\[
Q=C(V-\varphi).
\]

This leaves out the change of depletion charge with \(\varphi\). The electric field along \(x\) is \(-\partial_x\varphi\). Electrons drift against the field, so their velocity towards the drain is \(+\mu\,\partial_x\varphi\). Since \(\partial_x\varphi=-\partial_xQ/C\), the flow of charge magnitude per unit width is

\[
J=Q\mu\,\partial_x\varphi=-\frac{\mu}{C}\,Q\,\partial_xQ .
\]

Charge flows from high to low density, driven by its own field. Conservation requires \(\partial_tQ=-\partial_xJ\). From here on \(x\) is measured in units of \(L\), \(t\) in units of \(\tau=L^2/(\mu V)\), and \(u=Q/(CV)\). Substitution gives

\[
\frac{CV}{\tau}\,u_t=\frac{\mu}{C}\,\frac{C^2V^2}{L^2}\,(u\,u_x)_x ,
\]

and because \(CV/\tau=\mu CV^2/L^2\), all factors cancel:

\[
u_t=(u\,u_x)_x=\tfrac12\,(u^2)_{xx}.
\]

The reduced flow is \(j=-u\,u_x\), in units of \(\mu CV^2/L\) per width, and the reduced electron speed is \(-u_x\).

At the source \(\varphi=0\), so \(u(0,t)=1\). The channel starts empty, so \(u(x,0)=0\). The drain is held at or above \(V\), the pinch-off voltage of this model, so it removes every electron that arrives and \(u(1,t)=0\). A drain below \(V\) would itself inject electrons, and the problem would change.

**The similarity profile.** Put \(u=f(\xi)\) with \(\xi=x/\sqrt t\). Because \(\partial_t\xi=-\xi/(2t)\) and \(\partial_x\xi=1/\sqrt t\),

\[
u_t=-\frac{\xi}{2t}f',\qquad (u\,u_x)_x=\frac1t\,(ff')' .
\]

The time cancels, leaving

\[
(ff')'+\tfrac12\,\xi f'=0,\qquad f(0)=1 .
\]

We look for a profile that is positive up to some \(\xi_0\) and zero beyond it. A jump in \(f\) at the front would need an infinite field and flow, so \(f\) falls to zero continuously. No charge is created or lost at the front, so the flow \(-ff'\) vanishes there too. Write \(\xi f'=(\xi f)'-f\) and integrate the equation from \(\xi\) to \(\xi_0\):

\[
-ff'(\xi)=\tfrac12\,\xi f(\xi)+\tfrac12\int_\xi^{\xi_0}f(\eta)\,d\eta .
\]

The right side is positive, so \(f\) decreases towards the front. The integral is then at most \((\xi_0-\xi)f(\xi)\). Dividing by \(f\) and letting \(\xi\to\xi_0\) gives

\[
-f'(\xi_0)=\tfrac12\,\xi_0 .
\]

This has a direct meaning. The front is at \(x_f=\xi_0\sqrt t\) and moves with speed \(\xi_0/(2\sqrt t)\). The electrons at the front move with speed \(-u_x=-f'(\xi_0)/\sqrt t\). The two speeds agree, so the front consists of moving electrons and is not a wave passing through them.

**Removing the unknown front position.** Let \(s=1-\xi/\xi_0\), which is 0 at the front and 1 at the source, and set \(f=\xi_0^2\,g(s)\). Then \(d/d\xi=-(1/\xi_0)\,d/ds\). With primes on \(g\) denoting \(d/ds\), the two terms of the equation become

\[
(ff')'\to\xi_0^2\,(gg')',\qquad
\tfrac12\,\xi f'\to-\tfrac12\,\xi_0^2\,(1-s)g' .
\]

The constant \(\xi_0\) drops out:

\[
(gg')'=\tfrac12(1-s)g',\qquad g(0)=0,\qquad g'(0)=\tfrac12 .
\]

The last condition is the front-speed condition, since \(f'=-\xi_0g'\). The source condition \(f(0)=1\) reads \(\xi_0^2\,g(1)=1\). The front reaches \(x=1\) when \(\xi_0\sqrt t=1\), that is, at \(t=1/\xi_0^2\). Therefore

\[
k=\frac1{\xi_0^2}=g(1).
\]

The arrival constant is the value at the source of a function that starts from known data at the front.

**The series.** Write \(g=\sum_{n\ge1}a_ns^n\), with \(a_1=1/2\). Since \(gg'=\tfrac12(g^2)'\), the left side is \(\tfrac12(g^2)''\). The coefficient of \(s^{n+1}\) in \(g^2\) is \(\sum_{j=1}^na_ja_{n+1-j}\). Equating the coefficients of \(s^{n-1}\) gives

\[
\frac{n(n+1)}2\sum_{j=1}^na_ja_{n+1-j}
=\frac12\bigl[n\,a_n-(n-1)a_{n-1}\bigr].
\]

For \(n\ge2\) the terms \(j=1\) and \(j=n\) together contribute \(2a_1a_n=a_n\) to the sum. Multiplying by 2 and collecting \(a_n\), whose factor is \(n(n+1)-n=n^2\), we find

\[
n^2a_n=-(n-1)a_{n-1}-n(n+1)\sum_{j=2}^{n-1}a_ja_{n+1-j}.
\]

For \(n=2\) the sum is empty and \(a_2=-1/8\). For \(n=3\),

\[
9a_3=\frac28-\frac{12}{64}=\frac1{16},\qquad a_3=\frac1{144}.
\]

For \(n=4\) the sum is \(2a_2a_3=-1/576\), so \(16a_4=-3/144+20/576=8/576\) and \(a_4=1/1152\). Thus

\[
k=\frac12-\frac18+\frac1{144}+\frac1{1152}+\cdots .
\]

These four terms add up to 0.3828. The next two coefficients are \(6.37\times10^{-5}\) and \(-4.34\times10^{-6}\), and the sum of forty terms is \(k=0.382869\). Then \(\xi_0=k^{-1/2}=1.6161\).

**Why the series may be summed at the source.** Small early terms do not prove convergence at \(s=1\). For \(n\ge4\), take the terms \(j=2\) and \(j=n-1\) out of the sum. They equal \(2a_2a_{n-1}=-a_{n-1}/4\), so

\[
a_n=\frac{n^2-3n+4}{4n^2}\,a_{n-1}-\frac{n+1}{n}\sum_{j=3}^{n-2}a_ja_{n+1-j}.
\]

We claim that \(|a_n|\le Ar^n/n^2\) for \(n\ge3\), with \(r=5/8\) and \(A=9a_3/r^3\). At \(n=3\) this is an equality. Suppose it holds below \(n\). The first fraction is less than \(1/4\), and \(n/(n-1)\le4/3\), so the first term is at most \(16/(36r)\) times the claimed bound. For the sum, put \(m=n+1\) and use

\[
\frac1{j^2(m-j)^2}=\frac1{m^2}\Bigl(\frac1j+\frac1{m-j}\Bigr)^2
\le\frac2{m^2}\Bigl(\frac1{j^2}+\frac1{(m-j)^2}\Bigr).
\]

Summed over \(j\), this is at most \(4\sigma/m^2\), where \(\sigma=\sum_{j\ge3}j^{-2}=\pi^2/6-5/4\). The second term is therefore at most \(4\sigma Ar\) times the claimed bound. Altogether the factor is

\[
\frac{16}{36r}+4\sigma Ar=0.964<1,
\]

which completes the induction. The series converges for \(|s|<1/r=1.6\), which includes the source. The terms beyond the fortieth sum to less than \(2\times10^{-12}\).

The function found is also an acceptable charge profile. Integrating its equation once from the front gives

\[
gg'=\tfrac12\int_0^s(1-s')\,g'(s')\,ds' .
\]

If \(g'\) had a first zero at some \(s\le1\), the left side would vanish there while the right side was positive. Hence \(g\) rises all the way from front to source. The charge is \(u=g/k\). At one quarter, one half and three quarters of the distance from source to front it is 0.804, 0.574 and 0.306. It lies above the straight line that joins its end values.

**Similarity is forced.** Could another solution start from the same empty channel? Let \(u_1,u_2\ge0\) be two bounded solutions with the same boundary values, for which \((u^2)_x\) is square-integrable over space and time. Set \(d=u_1-u_2\) and \(D=u_1^2-u_2^2\), so that \(d_t=\tfrac12D_{xx}\). Multiply by \(\eta(x,t)=\int_t^TD\,dt'\), which vanishes at both ends and at \(t=T\), and integrate over \(0<x<1\), \(0<t<T\). Since \(\eta_t=-D\), integration by parts in time gives for the left side

\[
\iint d_t\,\eta\,dx\,dt=-\int d(x,0)\,\eta(x,0)\,dx+\iint dD\,dx\,dt .
\]

On the right, put \(P=\eta_x\), so that \(P_t=-D_x\) and \(P(x,T)=0\):

\[
-\tfrac12\iint D_xP\,dx\,dt=\tfrac12\iint P_tP\,dx\,dt=-\tfrac14\int P(x,0)^2\,dx .
\]

Equating the two sides yields

\[
\iint dD\,dx\,dt+\frac14\int\Bigl(\int_0^TD_x\,dt\Bigr)^2dx
=\int d(x,0)\int_0^TD\,dt\,dx .
\]

For equal initial charge the right side is zero. On the left, \(dD=(u_1-u_2)^2(u_1+u_2)\ge0\), and the other term is a square. Both vanish, so \(u_1=u_2\). The similarity profile meets all the conditions, including \(u(1,t)=0\), until \(t=k\). It is therefore the solution up to that time.

A direct solution of the channel equation on 400 cells, which does not assume similarity, agrees. Its front position, extrapolated to zero charge at \(t=0.15\) and at \(t=0.30\), gives \(k=0.3830\) both times.

## Second derivation: following surfaces of constant charge

**Symbols and results carried over.** Position \(x\) is in units of the channel length \(L\), and time \(t\) in units of \(\tau=L^2/(\mu V)\), with mobility \(\mu\) and overdrive \(V\). The mobile charge is \(u\), equal to 1 at the source and 0 at the front. The reduced electron speed is \(-u_x\) and the flow is \(j=-u\,u_x\). The front is at \(\xi_0\sqrt t\) and reaches the drain at \(t=k=1/\xi_0^2\). The first derivation gave \(k=0.382869\); the second does not use that value.

**Conservation between moving surfaces.** Assume that the charge falls steadily from source to front. Each value of \(u\) then occurs at one place \(X(u,t)\), and \(u\) can serve as the independent variable. The charge beyond this place, found by adding horizontal layers of the profile, is

\[
q(u,t)=\int_0^u\bigl[X(u',t)-X(u,t)\bigr]du'=\int_0^uX(u',t)\,du'-u\,X(u,t).
\]

It grows by the flow \(j\), less the charge that the moving surface leaves behind:

\[
\dot q=j-u\dot X .
\]

Here the dot means the time derivative at fixed \(u\). Differentiating the expression for \(q\) gives \(\dot q=\int_0^u\dot X\,du'-u\dot X\). The terms \(u\dot X\) cancel, and

\[
j(u,t)=\int_0^u\dot X(u',t)\,du',\qquad\text{so}\qquad \frac{\partial j}{\partial u}=\dot X .
\]

The vanishing of the flow at the front is contained in this relation. The drift law supplies a second one. Since \(u_x=1/(\partial X/\partial u)\),

\[
j=-\frac{u}{\partial X/\partial u}.
\]

By the scaling argument \(X=\sqrt t\,\xi(u)\). The drift law then requires \(j=F(u)/\sqrt t\), and the two relations become

\[
\frac{dF}{du}=\frac{\xi}{2},\qquad \frac{d\xi}{du}=-\frac uF .
\]

Differentiating the first and inserting the second leaves one equation for the flow as a function of the charge:

\[
F''=-\frac{u}{2F},\qquad F(0)=0,\qquad F'(1)=0 .
\]

The last condition says that \(u=1\) sits at \(\xi=0\), the source. The front constant is \(\xi_0=2F'(0)\).

**One curve serves every front speed.** Put \(c=F'(0)=\xi_0/2\), \(u=c^2z\) and \(F=c^3\Phi(z)\). Then \(F'=c\,\Phi'\) and \(F''=\Phi''/c\), while \(u/(2F)=z/(2c\,\Phi)\). The constant \(c\) cancels:

\[
\Phi''=-\frac{z}{2\Phi},\qquad \Phi(0)=0,\qquad \Phi'(0)=1 .
\]

The source lies at the point \(z_1\) where \(\Phi'(z_1)=0\). There \(u=1\), so \(z_1=1/c^2=4/\xi_0^2\), and

\[
k=\frac{z_1}{4}.
\]

The equation is of the form 0/0 at \(z=0\), so the existence of a solution has to be shown. Let \(p=\Phi'\) and let \(m(z)=\Phi/z\), the average of \(p\) from 0 to \(z\). The problem is equivalent to

\[
p(z)=1-\frac12\int_0^z\frac{dw}{m(w)} .
\]

On \(0\le z\le1/4\), consider continuous functions with \(1/2\le p\le1\). Their averages satisfy \(m\ge1/2\), so the right side lies between \(3/4\) and 1. For two such functions the right sides differ by at most \(\tfrac12\cdot\tfrac14\cdot4=\tfrac12\) of the largest difference between the functions. Repeated substitution therefore converges to one solution. Beyond \(z=1/4\) the equation is regular as long as \(\Phi>0\), which is assured while \(\Phi\) still rises.

**Bounds by hand.** Since \(\Phi''<0\), the curve lies below its initial tangent, \(\Phi\le z\). Hence \(\Phi''\le-1/2\), so \(\Phi'\le1-z/2\), and a zero \(z_1\le2\) must exist. Integrating once more gives \(\Phi\le z(1-z/4)\). Put this into the equation:

\[
\Phi''\le-\frac1{2(1-z/4)},\qquad
\Phi'\le1+2\ln\Bigl(1-\frac z4\Bigr).
\]

At \(z_1=4k\) the left side is zero, so \(\ln(1-k)\ge-1/2\), or

\[
k\le1-e^{-1/2}=0.393\ldots
\]

For a lower bound, note that \(\Phi/z\) falls with \(z\), because \(\Phi\) is concave and starts from zero. So \(|\Phi''|=z/(2\Phi)\) rises, which means that \(\Phi'\) is itself concave. It lies above the straight line joining its end values 1 and 0:

\[
\Phi'\ge1-\frac z{z_1},\qquad \Phi\ge z\Bigl(1-\frac z{2z_1}\Bigr).
\]

The total fall of \(\Phi'\) from front to source is 1, so

\[
1=\int_0^{z_1}\frac{z}{2\Phi}\,dz\le\int_0^{z_1}\frac{dz}{2\,[1-z/(2z_1)]}=z_1\ln2 .
\]

Therefore \(k=z_1/4\ge1/(4\ln2)=0.360\ldots\) A few lines of integration thus confine the constant to the interval from 0.360 to 0.394.

**The precise value from the source side.** Numerical integration can start at the source, where \(u=1\) and \(\xi=0\), with a trial flow \(F(1)\), and proceed towards smaller \(u\). To judge the trial, follow \(G=F-\xi u/2\). Using the two first-order relations,

\[
\frac{dG}{du}=\frac\xi2-\frac\xi2-\frac u2\,\frac{d\xi}{du}=\frac{u^2}{2F}>0 .
\]

So \(G\) decreases as \(u\) decreases, and the correct trial brings it to zero at \(u=0\). A larger trial gives a larger \(F\) at every \(u\): it makes \(\xi=\int_u^1w\,dw/F\) smaller, and hence reduces the loss \(\int_u^1\tfrac12\xi\,du'\) from the starting flow. It then also gives a larger \(G\), so the correct trial can be found by repeated halving of an interval. The result is \(F(1)=0.44375\) and \(k=0.382869\), in agreement with the front series to all six digits. In ordinary units,

\[
t_{\rm arr}=0.383\,\frac{L^2}{\mu V}.
\]

**What follows after the arrival.** The source flow is \(F(1)/\sqrt t\), so the stored charge is \(2F(1)\sqrt t\). When the front arrives this is 0.549 of \(CVL\) per width. In the steady state \(-u\,u_x\) is constant. With the end values 1 and 0 this gives \(u=\sqrt{1-x}\), a flow of \(1/2\) and a stored charge of \(2/3\). The channel still has to gain charge after the first electrons leave, and the drain current reaches 90% of its final value only at \(t=0.736\).

The steady transit time is charge divided by flow, \((2/3)/(1/2)=4/3\), about three and a half times the first arrival time. Over most of the channel the first electrons move in a stronger field than the steady one. At position \(x\) the front moves with speed \(1/(2kx)\), which is large near the source, while the steady speed \(-u_x=1/(2\sqrt{1-x})\) is only about \(1/2\) there. Only near the drain, beyond \(x\approx0.89\), is the steady speed the larger one. The steady transit time is therefore a poor estimate of the initial delay.

**What each derivation assumes.** Both use the gradual-channel charge, constant mobility, drift alone, an ideal gate step and a source that holds \(u=1\). The first works at fixed position. It assumes a sharp front with a power series behind it, then proves that the series converges and that the charge falls steadily. The second assumes the steady fall from the outset, since otherwise \(u\) could not label a place. In return, zero flow at the front follows from the charge balance, and useful bounds need no series. Neither calculation by itself excludes solutions of a different shape; the uniqueness identity of the first half does that for both.

The two descriptions are linked by \(z=4g\) and \(\Phi=8gg'\). These give

\[
\Phi'=\frac{8(gg')'}{4g'}=1-s=\frac{x}{x_f}.
\]

The slope of the second curve is the relative position in the first.

The second form also shows how the result fails. Diffusion adds \(-\theta u_x\) to the flow, with \(\theta=k_BT/(qV)\), where \(k_B\) is Boltzmann's constant and \(q\) the elementary charge. The equation becomes \(F''=-(u+\theta)/(2F)\). If \(F'(0)\) were finite, \(F''\) would behave as \(-1/u\) near zero and its integral would diverge. So \(\xi_0\) is infinite: the sharp front is replaced by a foot, and an arrival time then needs a stated current threshold. Depletion charge that varies with the channel potential changes the local speed law but introduces no new length or time, so the \(\sqrt t\) scaling survives with another constant. Velocity saturation introduces a speed and a finite gate rise introduces a time; each breaks the scaling.

**A long silicon transistor.** Take rough typical values for a long-channel silicon n-MOS device at 300 K: \(L=20\) µm, \(\mu=500\) cm²/Vs, \(V=2\) V, a 20 nm oxide, acceptor doping \(10^{16}\) cm⁻³ and the drain at 3 V. Then

\[
\tau=\frac{(2\times10^{-3}\ \mathrm{cm})^2}{(500\ \mathrm{cm^2/Vs})(2\ \mathrm V)}=4.0\ \mathrm{ns},
\qquad t_{\rm arr}=0.383\times4.0\ \mathrm{ns}=1.53\ \mathrm{ns}.
\]

At arrival the front moves at \(L/(2t_{\rm arr})=6.5\times10^5\) cm/s in a field of 1.3 kV/cm.

This channel is far longer than those of present logic transistors, and the length matters. With a saturation speed of about \(10^7\) cm/s, \(\mu V/L\) reaches that speed at \(L=1\) µm, so the formula requires \(L\) much greater than 1 µm here. To size the neglected effects, the channel equation was solved again, and the times at which the drain current reaches 5% of the ideal final value were compared. The ideal model gives 1.56 ns. Each effect alone changes this as follows:

- depletion charge varying along the channel: +14%;
- diffusion: −7%;
- velocity saturation, with speed \(\mu E/(1+\mu E/v_{\rm sat})\) in a field \(E\): +10% (this size depends on the assumed law; the sharper form \(\mu E/\sqrt{1+(\mu E/v_{\rm sat})^2}\), also used for electrons, gives only about +1%);
- a linear rise of the overdrive from zero to \(V\) lasting 0.1 ns: +4%.

All four together give 1.85 ns, or +18%, with the first saturation law applied to the drift and diffusion flow alike; applied to drift alone it gives 1.84 ns. The separate changes do not simply add. The shift from diffusion is several times \(\theta=1.3\%\), so that ratio alone does not measure it.

Other effects were only estimated. In a one-dimensional estimate the depleted region at the drain is about 0.4 µm long, which would shorten the time by about 4% through \(L^2\). The drain field has a tail that reaches further along the channel, so the actual shortening can be larger. The gradual-channel approximation fails within roughly 0.14 µm of the front if the depletion depth at the source is used, and within roughly 0.18 µm with the deeper depletion of the empty channel ahead of the front. Both are less than 1% of \(L\). Momentum relaxation (0.05 ps) and substrate response (1.6 ps) are fast compared with the transit. At the source, degeneracy raises the ratio of diffusion to mobility by up to about 29% if all electrons occupy the lowest subband. The oxide field of 1.1 MV/cm gives negligible tunnelling through 20 nm, and the peak junction field, 0.11 MV/cm in a one-dimensional estimate, is below the few tenths of a MV/cm at which silicon junctions roughly begin to break down. Near the surface the gate can raise this field. Temperature matters more: if mobility falls as \(T^{-1.5}\), a rough rule, the ideal delay at 85 °C is 30% longer for the same overdrive. The mobility was held constant, but in a real inversion layer it depends on the vertical field. The effective vertical field falls from about 0.21 MV/cm at the source to about 0.09 MV/cm at the front, so the mobility rises towards the front. With the mobility fixed at its source value, two common empirical field laws shorten the arrival time by about 3% and 12%, a change comparable to those listed above. Contact and gate resistance and charge trapping are not included. The numerical output below lists most of these values.

## Table of computed values

```
series a1..a6: 5.000e-01 -1.250e-01 6.944e-03 8.681e-04 6.366e-05 -4.340e-06
induction sum (must be < 1): 0.964
bound on tail after 40 terms: 1.7e-12
k from series: 0.382869
k from shooting: 0.382869
k from grid at t=0.15, 0.30: 0.3830, 0.3830
front constant xi0: 1.61613
source flux times sqrt(t): 0.44375
u at x/x_front = 0.25: 0.8042
u at x/x_front = 0.5: 0.5738
u at x/x_front = 0.75: 0.3064
largest profile error on grid, t=0.30: 1.5e-04
charge at arrival / (C V L): 0.5492
drain/final current before 0.9 k: 0.0e+00
final current, reduced: 0.5000
final charge, reduced: 0.6667
steady transit time / tau: 1.3333
time to 90% drain current / tau: 0.736
uniqueness identity, left/right: 1.00000
L = 20 um, mobility = 500 cm2/Vs
overdrive = 2.0 V, drain = 3.0 V, T = 300 K
oxide = 20 nm, doping = 1e+16 cm^-3
saturation speed = 1e+07 cm/s
gate rise = 0.1 ns
tau = 4.000 ns
front arrival = 1.531 ns
90% drain current at 2.94 ns
front speed at arrival = 6.53e+05 cm/s
front field at arrival = 1.31 kV/cm
thermal voltage = 25.85 mV
diffusion foot length = 0.20 um
body coefficient = 0.334 V^0.5
surface bending at source = 0.714 V
pinch-off voltage with body charge = 1.757 V
ideal time to 5% drain current = 1.561 ns
change of 5% time, body charge: +13.9 %
change of 5% time, diffusion: -7.0 %
change of 5% time, velocity saturation: +10.1 %
change of 5% time, gate ramp: +4.3 %
change of 5% time, all four: +18.3 %
5% time, all four = 1.847 ns
drain depletion length = 0.40 um
gradual-channel length = 0.135 um
sheet density at source = 2.16e+12 cm^-2
degenerate D/(mobility kT/q) = 1.29
momentum relaxation = 0.054 ps
substrate relaxation = 1.62 ps
oxide field at source = 1.14 MV/cm
log10 oxide transmission = -87
peak drain junction field = 0.107 MV/cm
delay factor at 85 C, mobility as T^-1.5: 1.30
```
